An inert carrier gas can change a precursor's decomposition rate

Someone modelling a chemical vapour deposition reactor has a gas-phase decomposition rate for the precursor, determined in helium. The process is to run in nitrogen at the same temperature and total pressure. May the rate constant be carried over? For the silane-like model worked out below, at 1000 K and 100 Torr, carrying it over makes the rate wrong by a factor of about two, given the energy transfer assumed there for the two gases.

The belief behind carrying it over is reasonable. Neither gas reacts with the precursor or appears in the overall reaction, and the decomposition is first order in the precursor. The carrier then seems to be a diluent that sets the flow, the diffusion and the heat transport, and leaves the chemistry alone. There is a limit in which this is true, and it shows what the belief leaves out.

**Where the carrier drops out**

A molecule decomposes by itself once it holds enough internal energy E, but it gets that energy from collisions. Let g(E) be the population per unit energy, ω the collision frequency of one precursor molecule with the carrier, and P(E←E') the probability density that a collision takes the molecule from E' to E. For a dilute precursor in a gas of uniform temperature T,

dg(E)/dt = ω ∫ [P(E←E') g(E') − P(E'←E) g(E)] dE' − k(E) g(E).

Here k(E) is the decomposition rate at fixed energy. After a short transient, g keeps its shape and decays as exp(−k_uni t). Integrating over E cancels the collision terms, since collisions only move molecules between energies, and leaves

k_uni = ∫ k(E) g(E) dE / ∫ g(E) dE.

The carrier can therefore act through the shape of g.

Statistical rate theory gives k(E) = L W‡(E−E0)/(hρ(E)) above the threshold E0 and zero below it. L is the number of equivalent reaction paths, W‡ the number of transition-state levels up to the available energy, and ρ the density of states of the molecule. If collisions are fast enough, g stays at its equilibrium form f(E) = ρ(E) exp(−E/k_BT)/Q, with Q the partition function. The density ρ cancels, and with ε = E−E0

k∞ = [L/(hQ)] exp(−E0/k_BT) ∫₀^∞ W‡(ε) exp(−ε/k_BT) dε.

Integration by parts turns the integral into k_BT times the transition-state partition function Q‡, because the derivative of W‡ is the density of states of the transition state. Hence

k∞ = L (k_BT/h) (Q‡/Q) exp(−E0/k_BT).

No property of the carrier remains. This is the high-pressure limit, and here the belief holds.

**Where the carrier sets the rate**

At low pressure, a molecule above E0 reacts before its next collision. The rate is then the rate at which collisions lift molecules over the threshold.

Let x = E−E0, and let the equilibrium population near threshold be f(x) = f₀ exp(−x/θ). The length θ exceeds k_BT because the density of states grows with energy. Take an exponential law for downward steps, with mean energy loss α:

P(y←x) = N exp[−(x−y)/α] for y < x.

Detailed balance, P(y←x) f(x) = P(x←y) f(y), fixes the upward steps:

P(y←x) = N exp[−(y−x)/γ] for y > x, with 1/γ = 1/α + 1/θ.

Normalization gives N = 1/(α+γ).

Reaction is far slower than the relaxation of g, so below threshold g is stationary: what leaves x in collisions is replaced by what arrives from other energies below zero. Write g = f u. Dividing the balance by f(x) and using detailed balance gives

u(x) = ∫₋∞⁰ P(y←x) u(y) dy,

with u → 1 far below threshold. Try u = 1 − c exp(x/θ). Steps to y < x contribute

N [α − cγ exp(x/θ)].

Steps to x < y < 0 contribute, because 1/γ − 1/θ = 1/α,

N {γ[1 − exp(x/γ)] − cα[exp(x/θ) − exp(x/γ)]}.

The sum is

N {(α+γ)[1 − c exp(x/θ)] − (γ − cα) exp(x/γ)}.

Since N(α+γ) = 1, this equals u(x) if the last term vanishes, which requires

c = γ/α = θ/(α+θ).

The population is thus depleted even below threshold, where no molecule can react. Just below E0 it has fallen to the fraction 1 − c = α/(α+θ) of its equilibrium value.

From x < 0, a collision carries the molecule past threshold with probability Nγ exp(x/γ). The reactive flux is therefore

J = ω f₀ Nγ ∫₋∞⁰ exp(−x/θ) [1 − c exp(x/θ)] exp(x/γ) dx.

The first term of the integrand is exp(x/α) and the second is −c exp(x/γ), so the integral is α − cγ = (α²−γ²)/α. With N = 1/(α+γ),

J = ω f₀ γ(α−γ)/α.

Now γ/α = θ/(α+θ) and α−γ = α²/(α+θ). The equilibrium fraction above threshold is F = f₀θ. Therefore

k0 = β ω F, β = [α/(α+θ)]².

If every collision restored equilibrium, the flux would be ωF, so β is the collision efficiency. Two properties of the carrier enter: how often it collides, through ω, and how much energy it exchanges, through α. At fixed ω and T,

d ln k0/d ln α = 2 − 2α/(α+θ) = 2θ/(α+θ).

For α much smaller than θ the rate grows nearly as α². For α much larger than θ, β tends to one and the energy transferred ceases to matter, though ω still does.

**Helium against nitrogen**

The example is a silane-like molecule of mass 32 u losing H2. Its parameters are rough, rounded model values. The threshold is 19000 cm⁻¹ (2.36 eV), and L = 6. The molecule has harmonic modes at 850, 900, 950, 1000, 1050, 2100, 2150, 2200 and 2250 cm⁻¹; the transition state has modes at 600, 800, 900, 1000, 1500, 1700, 2000 and 2050 cm⁻¹. Each also has one classical rotor, with the same rotational constant, which cancels from Q‡/Q. At 1000 K, k_BT is 695 cm⁻¹ and k∞ is 201 s⁻¹. Summing the equilibrium population above E0 gives F = 1.20×10⁻⁷ and a mean excess energy of 891 cm⁻¹, which serves as θ. These are sums over energy steps of 50 cm⁻¹; the exact integrals give 1.19×10⁻⁷ and 889 cm⁻¹.

The collision frequency is ω = Zp/(k_BT), with Z = πd²[8k_BT/(πμ)]^(1/2) and μ the reduced mass. The effective collision diameter d is 0.30 nm for helium and 0.36 nm for nitrogen. This gives Z = 6.90×10⁻¹⁰ and 4.85×10⁻¹⁰ cm³/s. Helium collides more often, because its higher speed outweighs its smaller diameter. Its assumed energy transfer is weaker: α = 150 cm⁻¹, against 300 cm⁻¹ for nitrogen. The efficiencies are

β(He) = (150/1041)² = 0.0208,
β(N2) = (300/1191)² = 0.0634.

The low-pressure ratio of the rates, nitrogen to helium, is

(0.0634/0.0208) × (4.85/6.90) = 2.1.

The gas that collides less often gives the faster decomposition.

Between the two limits the master equation has to be solved numerically. I divided the energy range up to 36000 cm⁻¹ into steps of 50 cm⁻¹, counted the states in each, kept the exponential law for downward steps with detailed balance, and normalized the collision probability around E0. The lowest eigenvalue of the resulting matrix is k_uni. The rates in s⁻¹ are:

1 Torr: He 0.0157, N2 0.0343, ratio 2.18
10 Torr: He 0.151, N2 0.328, ratio 2.17
100 Torr: He 1.28, N2 2.65, ratio 2.07
760 Torr: He 6.69, N2 12.4, ratio 1.85
10⁵ Torr: He 93, N2 120, ratio 1.29
3×10⁷ Torr: He 198, N2 200, ratio 1.01

The third digit depends on the step size: with steps of 12.5 cm⁻¹ the rates move by up to about half a percent, and the ratios at 1, 100 and 760 Torr become 2.17, 2.05 and 1.84. The last two rows show the carrier dropping out as the rate approaches k∞. The row at 3×10⁷ Torr is formal, since a real gas would be far from ideal at that pressure. At atmospheric pressure this model is still far from that limit.

A simple estimate connects the limits. Replace the real collisions by fully equilibrating ones at the reduced frequency βω. At each energy the supply βωf then balances the loss (βω+k)g, so

k_uni ≈ ∫ f(E) k(E) βω/[k(E)+βω] dE.

This tends to βωF when k(E) is much larger than βω above threshold, and to k∞ when it is much smaller at the energies that contribute. At 100 Torr it gives 1.58 s⁻¹ for helium and 3.23 s⁻¹ for nitrogen, 23 % and 22 % above the master equation. A small part of this, 4 % and 3 %, is present already at low pressure, where the β of the formula lies slightly above the master-equation values 0.020 and 0.062. The rest shows that one efficiency factor does not fully describe the intermediate region; at 760 Torr the estimate is 45 % and 40 % too high. At 100 Torr the errors nearly cancel in the ratio, but the ratio is off by 3 % at 760 Torr and by 8 % at 10⁴ Torr.

The two causes can be separated by exchanging one property at a time at 100 Torr. Giving helium the α of nitrogen multiplies its rate by 2.77 (2.75 with steps of 25 cm⁻¹). Giving it instead the Z of nitrogen multiplies its rate by 0.73. Energy transfer wins over collision frequency, for these parameters.

That condition matters, because α is the least certain input. With α = 200 cm⁻¹ for nitrogen the ratio at 100 Torr falls to 1.15; with 400 cm⁻¹ it rises to 3.0. If both gases had α = 150 cm⁻¹, nitrogen would be the slower medium, with a ratio of 0.73. In the low-pressure limit the two rates are equal when

α/(α+θ) = (150/1041) × (6.90/4.85)^(1/2) = 0.172,

which gives α = 185 cm⁻¹ for nitrogen. The theory does not say that the heavier carrier must be faster; the values of Z and α decide.

**What this means in a reactor**

For a residence time of 0.1 s at uniform temperature, the decomposed fraction 1 − exp(−k_uni t) is 12 % in helium and 23 % in nitrogen. At fixed pressure and fixed α, helium would have to be 33 K hotter to match nitrogen. This is also a warning about experiments. Helium conducts heat better than nitrogen, so a change of carrier can change the gas temperature as well. A difference in growth rate does not by itself reveal a difference in energy transfer.

The temperature and pressure lie in the range used for silicon deposition from silane, but the absolute rates are those of a model. Treating three rotors as active instead of one multiplies the helium rate by 2.3 and changes the ratio to 1.9. Lowering the threshold by 400 cm⁻¹ multiplies the helium rate by 1.6, and softening every mode of the molecule by 50 cm⁻¹, a crude stand-in for anharmonicity, by 1.12; the ratio stays between 2.0 and 2.1. If 1 % of the helium is replaced by precursor, taken as a collider with d = 0.40 nm and α = 600 cm⁻¹, the rate rises by 6 %. For an assumed imaginary frequency of magnitude 1000 cm⁻¹, the Wigner tunnelling factor 1 + (1000/695)²/24 raises k∞ by 9 %; it does not apply directly in the fall-off region. Real reactors often break the assumption of uniform temperature, and the 33 K equivalence shows how strongly that can matter. Surface decomposition, the reverse reaction and secondary reactions are left out and have not been sized. Hydrogen as a carrier needs separate treatment, because it can take part in the reverse reaction.

At a given temperature, a rate constant may be moved between unreactive carriers without correction when k_uni is close to k∞ in both. Otherwise it belongs to a pressure and a carrier as well, and the correction in general needs both Z and α.

All numerical values are calculated from the stated model.
